# Why Fock exchange leaves the continuity equation of the total density intact

Four electrons in a one-dimensional trap occupy two orbitals, each holding a pair of opposite spins. They are set moving by a sudden kick and then follow the time-dependent Hartree-Fock equations. One time unit later, the density of the first orbital violates its own continuity equation by up to 0.0396 Ry/(ħ a₀) at the points of the numerical grid, about a tenth of the rate at which the total density is changing at the point $x=0$ in the trap. The second orbital violates its equation by up to the same amount. Yet the total density violates its continuity equation by no more than $1.4\times10^{-9}$ in the same unit, far below the tolerance of $10^{-6}$ that the program allows for numerical error. Something produces a source in each orbital and removes it from the sum.

## The belief and its appeal

The belief at issue runs as follows. The Fock exchange operator $K$ is nonlocal and does not commute with position. The velocity operator $i[H,\mathbf r]$ therefore contains the term $i[K,\mathbf r]$ besides the usual gradient. A nonlocal pseudopotential has the same feature, and there the usual current fails to account for the change of density. Exchange should then break the continuity equation too, and a hybrid functional should need a corrected current.

Much of this is right. The commutator is not small: in the example, the largest matrix element of $[K,x]$ between the two occupied orbitals and the six lowest empty ones is 1.0 Ry a₀. The single-orbital sources are real features of the equations. The error lies in the last inference, from the operator to the total density. Exchange is built from the very orbitals it acts on, and a pseudopotential is not.

## The source of one orbital

I use Rydberg units, with $\hbar=1$, $m=1/2$ and $e^2=2$, so that the kinetic operator is $-\nabla^2$. For one spin direction, let the orbitals obey

$$i\,\partial_t\psi_i=(-\nabla^2+v+K)\psi_i .$$

Here $v(\mathbf r,t)$ is real and local; it includes the Hartree potential and, in a hybrid functional, the local exchange-correlation potential. There is no vector potential. The occupations $f_i$ are constant in time. The density matrix and the exchange operator are

$$\gamma(\mathbf r,\mathbf r')=\sum_j f_j\psi_j(\mathbf r)\psi_j^*(\mathbf r'),\qquad K(\mathbf r,\mathbf r')=-a\,w(\mathbf r,\mathbf r')\,\gamma(\mathbf r,\mathbf r'),$$

with $w$ real and symmetric. Full Fock exchange has $a=1$ and $w=2/|\mathbf r-\mathbf r'|$; a hybrid has a smaller $a$, and a range-separated one a modified $w$. Exchange acts between equal spins, so each spin can be treated separately and the results added.

Since $\partial_t\psi_i=-iH\psi_i$ and $\mathrm{Re}(-iz)=\mathrm{Im}\,z$,

$$\partial_t|\psi_i|^2=2\,\mathrm{Re}(\psi_i^*\partial_t\psi_i)=2\,\mathrm{Im}(\psi_i^*H\psi_i).$$

The three parts of $H$ contribute differently. The local potential gives $2\,\mathrm{Im}(v|\psi_i|^2)=0$. For the kinetic part, $\nabla\cdot(\psi_i^*\nabla\psi_i)=|\nabla\psi_i|^2+\psi_i^*\nabla^2\psi_i$, and the first term on the right is real, so

$$-2\,\mathrm{Im}(\psi_i^*\nabla^2\psi_i)=-\nabla\cdot\left[2\,\mathrm{Im}(\psi_i^*\nabla\psi_i)\right].$$

Exchange is left over. With $n_i=f_i|\psi_i|^2$ and $\mathbf j_i=2f_i\,\mathrm{Im}(\psi_i^*\nabla\psi_i)$,

$$\partial_t n_i+\nabla\cdot\mathbf j_i=S_i,\qquad S_i=2f_i\,\mathrm{Im}(\psi_i^*K\psi_i).$$

Nothing makes $S_i$ vanish point by point. Its integral over space does vanish, because $\langle\psi_i|K|\psi_i\rangle$ is real for Hermitian $K$, so each orbital keeps its norm.

## Cancellation in pairs

Inserting the definition of $K$ splits the source into contributions from pairs of orbitals:

$$S_i=\sum_j S_{ij},\qquad S_{ij}(\mathbf r)=-2a f_if_j\,\mathrm{Im}\,B_{ij}(\mathbf r),$$

$$B_{ij}(\mathbf r)=\psi_i^*(\mathbf r)\psi_j(\mathbf r)\int w(\mathbf r,\mathbf r')\,\psi_j^*(\mathbf r')\psi_i(\mathbf r')\,d\mathbf r'.$$

Interchanging $i$ and $j$ replaces every factor in $B_{ij}$ by its complex conjugate, since $w$ is real. Hence $B_{ji}=B_{ij}^*$ and $S_{ji}=-S_{ij}$, at each point separately. What orbital $i$ gains at $\mathbf r$ through its exchange with $j$, orbital $j$ loses at the same $\mathbf r$. Exchange relabels density locally; it does not carry total density from place to place outside the ordinary current. The double sum over an antisymmetric quantity is zero, and so

$$\partial_t n+\nabla\cdot\mathbf j=0,\qquad \mathbf j=\sum_i 2f_i\,\mathrm{Im}(\psi_i^*\nabla\psi_i).$$

The density matrix gives the same result in one line. Because $\sum_i f_i\psi_i^*(\mathbf r)\psi_i(\mathbf r')=\gamma(\mathbf r',\mathbf r)=\gamma^*(\mathbf r,\mathbf r')$,

$$S=2\,\mathrm{Im}\int K(\mathbf r,\mathbf r')\gamma(\mathbf r',\mathbf r)\,d\mathbf r'=-2a\,\mathrm{Im}\int w\,|\gamma(\mathbf r,\mathbf r')|^2d\mathbf r'=0 .$$

With two orbitals there is one pair, so $S_2=-S_1$. This explains the equal peaks in the opening example. The numbers quoted for an orbital count both of its electrons, so 0.0396 is twice the peak of the one-spin $S_1$. The source needs a phase difference between the orbitals that varies in space. Immediately after the kick, both real ground-state orbitals have been multiplied by the same factor $e^{i\kappa x}$, $B_{12}$ is real, and even the orbital sources vanish. They appear as the orbitals develop different phases, and their size then rises and falls with time.

The orbital sources also depend on an arbitrary choice. Let equally occupied orbitals be mixed by a constant unitary matrix, $\psi_i'=\sum_k\psi_kU_{ki}$. Since $\sum_iU_{ki}U_{li}^*=\delta_{kl}$, $\gamma$ is unchanged, and so are $K$, $n$ and $\mathbf j$. But a rotation of the two orbitals by 45 degrees raises the peak source of the first from 0.040 to 0.153 Ry/(ħ a₀). Such a mixture has a source even without a kick: the two ground-state orbitals carry different phases $e^{-i\varepsilon_it}$, so the mixed orbitals acquire a phase difference that varies in space although the total density stands still. A quantity that changes while the physical state does not is no evidence of a missing current.

## What a fixed nonlocal potential does

Replace exchange by a given Hermitian operator $V(\mathbf r,\mathbf r')$, such as the nonlocal part of a pseudopotential. The same steps give, for one spin,

$$S_V(\mathbf r)=2\,\mathrm{Im}\int V(\mathbf r,\mathbf r')\gamma(\mathbf r',\mathbf r)\,d\mathbf r'.$$

Now $V$ has no factor $\gamma(\mathbf r,\mathbf r')$ to turn the integrand into a squared modulus. Hermiticity makes the double integral $\iint V\gamma$ real, so $\int S_V\,d\mathbf r=0$: the number of electrons is conserved, but the local balance is not guaranteed. If $V$ and $\gamma$ are both real, $S_V$ vanishes as well. A ground state with real orbitals therefore cannot reveal the difference; for real $V$ the density matrix must be complex, as it is after a kick or in a stationary state that carries a current.

The distinction can be put as a symmetry. Multiply all orbitals by a position-dependent phase $e^{i\chi(\mathbf r)}$. Then $\gamma(\mathbf r,\mathbf r')$ acquires the factor $e^{i[\chi(\mathbf r)-\chi(\mathbf r')]}$, and the exchange energy $E_x=-\tfrac a2\iint w|\gamma|^2$ does not change. For small $\chi$, $\delta\psi_i=i\chi\psi_i$, and the change of this energy is

$$\delta E_x=\sum_i f_i\,2\,\mathrm{Re}\,\langle\delta\psi_i|K\psi_i\rangle=\int\chi\,2\,\mathrm{Im}\sum_i f_i\psi_i^*K\psi_i\,d\mathbf r=\int\chi\,S\,d\mathbf r .$$

It is zero for every $\chi$, so $S=0$ everywhere. The energy $\iint V\gamma$ of a fixed nonlocal potential generally does change under such a phase, and the same calculation identifies that change with $\int\chi S_V\,d\mathbf r$.

## The numbers side by side

The trap of the example is a model, not a material: $v_{\rm ext}=x^2+2e^{-(x-1)^2}$ Ry with $x$ in bohr, and $w=2/\sqrt{(x-x')^2+1}$ Ry. The kick is $\kappa=0.5$ a₀⁻¹. Peak sources are the largest values on a grid of spacing 0.2 a₀; between grid points they can be about half a percent higher. Three runs are compared. The first has self-consistent exchange. The second keeps exchange frozen at its ground-state form $K_0$, while the Hartree potential follows the density. The third has self-consistent exchange and an added projector $V=D\beta(x)\beta(x')$, with $D=1$ Ry and $\beta$ a normalized function proportional to $e^{-x^2}$. At $x=0$, at $t=1$ ħ/Ry, the terms in Ry/(ħ a₀) are:

| Run | $\partial_t n$ | $\partial_x j$ | Sum |
|---|---:|---:|---:|
| Full exchange | −0.40756 | +0.40756 | 0.00000 |
| Frozen exchange | +0.15816 | +0.02016 | +0.17832 |
| With projector | −0.35964 | +0.45325 | +0.09361 |

The rate $\partial_t n$ comes from differencing the propagated density, not from the source formulas. The runs follow different trajectories, so the comparison to make is within each row. In the frozen run the density at this point rises although the ordinary current is carrying electrons away from it.

With the projector, the total source peaks at 0.113 Ry/(ħ a₀), or 4.40 electrons per femtosecond and ångström. Its integral is $-6\times10^{-10}$ Ry/ħ, zero within the numerical error. In one dimension the balance is restored by an additional current

$$j_V(x)=-\int_{-\infty}^{x}S_V(x')\,dx',$$

because $\partial_xj_V=-S_V$, and $j_V$ vanishes at both ends. This run also contains Fock exchange, which adds nothing to the source.

## Where exchange does leave a source

The cancellation rests on $K$ and $n$ sharing the same instantaneous density matrix. Frozen exchange breaks that condition. With $\gamma_0$ the ground-state density matrix, the source for one spin becomes

$$S=-2a\,\mathrm{Im}\int w\,\gamma_0(\mathbf r,\mathbf r')\gamma(\mathbf r',\mathbf r)\,d\mathbf r',$$

and the product of two different matrices need not be real. In the example the source then peaks at 0.462 Ry/(ħ a₀), about four times the projector's. Frozen exchange is simply another fixed nonlocal potential.

A mismatch of occupations has a similar effect. If the density uses $f_i$ but exchange uses $g_i$, averaging the double sum with its relabelled copy gives

$$S=-2a\sum_{ij}f_ig_j\,\mathrm{Im}B_{ij}=-a\sum_{ij}(f_ig_j-f_jg_i)\,\mathrm{Im}B_{ij}.$$

This is zero when $g_i$ is proportional to $f_i$, but generally not otherwise. A further run used three orbitals with occupations 1, 0.7 and 0.3 per spin, a quarter of the exchange, an unscreened Hartree potential, and an exchange interaction screened by $e^{-(x-x')^2/4}$. With matched occupations the peak source was $4\times10^{-9}$ Ry/(ħ a₀); with exchange occupations 1, 1 and 0 it was $6\times10^{-3}$. Fractional occupation, scaling and screening do no harm by themselves.

A truncated basis is a separate matter. If $P$ projects on the basis, the orbitals obey $i\partial_t\psi_i=PH\psi_i$, which differs from the full equation by $-(1-P)H\psi_i$. This leaves the source $-2\sum_if_i\,\mathrm{Im}[\psi_i^*(1-P)H\psi_i]$, with or without exchange. A local imbalance found in a small basis is thus not by itself a fault of the Fock operator.

## The commutator and the response

It remains to reconcile the result with the nonzero commutator. Multiply the local balance by $x$ and integrate by parts, with vanishing density at the boundary:

$$\frac{d}{dt}\int x\,n\,d\mathbf r=\int j_x\,d\mathbf r+\int x\,S\,d\mathbf r .$$

The last term is the expectation value of $i[K,x]$, and it contains

$$\mathrm{Tr}(\gamma[K,x])=\iint\gamma(\mathbf r',\mathbf r)K(\mathbf r,\mathbf r')(x'-x)\,d\mathbf r\,d\mathbf r'=-a\iint w|\gamma|^2(x'-x)\,d\mathbf r\,d\mathbf r'=0,$$

since the integrand changes sign when $\mathbf r$ and $\mathbf r'$ are interchanged. Individual matrix elements survive; the trace with $\gamma$ does not. For transitions between orbitals, $i[H,x]$ and the gradient velocity really are different operators, although they give the same total current in this mean-field state.

The consequence for spectra follows from the kick. For a weak kick of a real ground state, the dipole starts with no displacement and moves as

$$\delta\langle x\rangle(t)=2\kappa\sum_n|x_{0n}|^2\sin\omega_nt,$$

where $|x_{0n}|^2$ is the dipole strength of mode $n$. Its initial rate is $2\kappa\sum_n\omega_n|x_{0n}|^2$. The ordinary current just after the kick is $2\kappa n$, which integrates to $2\kappa N$. With self-consistent exchange there is no other term, so $\sum_n\omega_n|x_{0n}|^2=N$.

Now let a real symmetric kernel $Q$ stay fixed. The kicked density matrix is $e^{i\kappa(x-x')}\gamma_0(x,x')$, and with both spins

$$S(x)=4\int Q(x,x')\gamma_0(x',x)\sin[\kappa(x'-x)]\,dx'.$$

Multiply by $x$, integrate, and average with the expression in which $x$ and $x'$ are interchanged. The sine changes sign, so $x$ is replaced by $(x-x')/2$:

$$\int xS\,dx=-2\iint Q\gamma_0\,(x-x')\sin[\kappa(x-x')]\,dx\,dx'\approx-2\kappa\iint Q\gamma_0\,(x-x')^2dx\,dx'$$

for small $\kappa$. Adding $2\kappa N$ and dividing by $2\kappa$,

$$\sum_n\omega_n|x_{0n}|^2=N-\iint Q\gamma_0\,(x-x')^2\,dx\,dx'.$$

Frozen Hartree-Fock exchange has $Q=-w\gamma_0$, so for positive $w$ the sum exceeds $N$. The integral gives $4+2.314=6.314$. Diagonalizing the linear-response equations without the exchange kernel also gives 6.314, and restoring the kernel brings the sum to 4.000. For the projector, $Q=V$, and the sum is $4-0.301=3.699$ by both routes, with the exchange kernel fully included. The sign of the projector's correction is not general, because $V\gamma_0$ can have either sign.

The excess of 2.3 in the frozen calculation is more than half the number of electrons. It measures the exchange response that was left out, not a current that Fock exchange requires. A hybrid calculation that updates exchange with the orbitals can use the ordinary current for its total density, provided that the rest of its exchange-correlation potential is local, as assumed here. Functionals that depend on the kinetic-energy density fall outside this assumption. If a nonlocal pseudopotential is also present, its correction belongs to the pseudopotential, not to Fock exchange. The numerical output following this text lists the balances at further points and the remaining sums.

## Computed results

```
electrons: 4.000000
trap coefficient: 1.0 Ry/a0^2
bump height: 2.0 Ry
interaction softening: 1.0 a0
projector strength: 1.0 Ry
kick: 0.5 1/a0
grid spacing: 0.2 a0; points: 101
time step: 0.002 hbar/Ry
observation time: 1.000 hbar/Ry
occupied energies, no projector: 5.56589, 7.50815 Ry
occupied energies, projector: 6.22366, 7.59980 Ry
Local balance; rates and sources in Ry/(hbar a0)
full, x=-1.0 a0: dn/dt=+0.225201, dj/dx=-0.225201, sum=-0.000000
full, x=+0.0 a0: dn/dt=-0.407561, dj/dx=+0.407561, sum=+0.000000
full, x=+1.0 a0: dn/dt=+0.039630, dj/dx=-0.039630, sum=-0.000000
frozen, x=-1.0 a0: dn/dt=+0.537147, dj/dx=-0.431584, sum=+0.105563
frozen, x=+0.0 a0: dn/dt=+0.158160, dj/dx=+0.020163, sum=+0.178323
frozen, x=+1.0 a0: dn/dt=-0.215611, dj/dx=+0.073467, sum=-0.142144
projector, x=-1.0 a0: dn/dt=+0.104839, dj/dx=-0.205022, sum=-0.100182
projector, x=+0.0 a0: dn/dt=-0.359640, dj/dx=+0.453253, sum=+0.093613
projector, x=+1.0 a0: dn/dt=+0.202759, dj/dx=-0.184534, sum=+0.018225
full: peak total source = 1.404e-09 Ry/(hbar a0)
full: integrated source = -6.43e-10 Ry/hbar
full: dipole-rate defect = 0.000000 a0 Ry/hbar
frozen: peak total source = 4.621e-01 Ry/(hbar a0)
frozen: integrated source = -5.40e-10 Ry/hbar
frozen: dipole-rate defect = -1.667580 a0 Ry/hbar
projector: peak total source = 1.127e-01 Ry/(hbar a0)
projector: integrated source = -5.68e-10 Ry/hbar
projector: dipole-rate defect = 0.126976 a0 Ry/hbar
full: peak source of orbital 1 = 0.039627 Ry/(hbar a0)
full: peak source of orbital 2 = 0.039627 Ry/(hbar a0)
rotated orbital 1 peak source = 0.152505 Ry/(hbar a0)
largest tested transition element of [K,x] = 0.999248 Ry a0
fractional, matched: peak source = 3.715e-09 Ry/(hbar a0)
fractional, mismatched: peak source = 6.098e-03 Ry/(hbar a0)
oscillator sum, full exchange response: 4.000000
oscillator sum, frozen exchange: 6.313913
frozen-exchange excess from integral: 2.313913
oscillator sum, projector: 3.698515
projector change from integral: -0.301485
lowest full-response excitation: 1.705280 Ry
its oscillator strength: 3.779841
projector peak source, converted: 4.4027 1/(fs angstrom)
```
